# Choosing a Nuclear Model for Muonic 2p Levels: Dynamic Quadrupole Coupling

A muon in the 2p shell of a model nucleus with $Z=66$ has two levels, 104 keV apart, if the nucleus is a rigid spherical charge. Let the nucleus be deformed and free to rotate, with ground-state spin zero, and five levels take part in the 2p→1s X rays, spread from −17 to 203 keV on the same scale. In about 40% of the transitions the nucleus is left in its first excited state. Both statements assume that the muon arrives from an unmixed 3d shell with the nucleus in its ground state, as set out below. Yet a spin-zero state has no quadrupole moment in the laboratory, so the quadrupole interaction has zero expectation value in it.

The explanation decides how to use the nuclear-model setting of a relativistic electronic-structure program. Suppose that setting offers a point charge or a spherical finite charge distribution. For a muon near a deformed nucleus there are three levels of treatment:

- A: a spherical charge distribution;
- B: A plus the expectation value of the quadrupole interaction in the nuclear ground state;
- C: A plus diagonalization of the quadrupole interaction among nuclear rotational states.

For spin zero, B gives the same energies as A. The structure described above needs C.

## What the spherical setting keeps

Take an axially symmetric nucleus with a fixed centre and charge density $Ze\rho(r',\theta')$ in its own frame, where $\int\rho\,d^3r'=1$. The muon has charge $-e$ and potential energy
$$V(\mathbf r)=-\frac{Ze^2}{4\pi\varepsilon_0}\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.$$
Expand $1/|\mathbf r-\mathbf r'|=\sum_L (r_<^L/r_>^{L+1})P_L(\cos\omega)$, where $\omega$ is the angle between the two vectors and $r_<,r_>$ are the smaller and larger of $r,r'$. Averaging over the azimuth of $\mathbf r'$ about the nuclear axis $\mathbf n$ turns $P_L(\cos\omega)$ into $P_L(\hat{\mathbf r}\cdot\mathbf n)P_L(\cos\theta')$. Hence
$$V=\sum_L V_L(r)P_L(\hat{\mathbf r}\cdot\mathbf n),$$
$$V_L=-\frac{Ze^2}{4\pi\varepsilon_0}\int_0^\infty\rho_L(r')\,r'^2\frac{r_<^L}{r_>^{L+1}}\,dr',\qquad \rho_L=2\pi\int_{-1}^1\rho\,P_L(x)\,dx.$$

Setting A, as used here, keeps $V_0$, the monopole of the deformed density. A spherical Fermi charge offered by a program is not the same: in the example below, one with the same diffuseness and rms radius puts the 2p→1s lines about 9 keV lower, and one with the same $c$ and $a$ puts them about 60 keV higher. With reflection symmetry odd $L$ vanish, and the next term is $V_2$. The intrinsic quadrupole moment is
$$Q_0=Z\int\rho\,(3z^2-r^2)\,d^3r=2Z\int r^4\rho_2\,dr,$$
so outside the charge $V_2=-e^2Q_0/(8\pi\varepsilon_0r^3)$. For a prolate nucleus $Q_0>0$ and $V_2<0$: the muon is attracted to the tips. The $L=4$ term cannot connect two 2p states, because two angular momenta $j\le3/2$ couple to at most 3.

The muon states come from the Dirac equation in $V_0$. With radial functions $G/r$ and $F/r$, mass $m$ and energy $E$ including $mc^2$,
$$\hbar c\left(\frac{dG}{dr}+\frac{\kappa G}{r}\right)=(E-V_0+mc^2)F,$$
$$\hbar c\left(\frac{dF}{dr}-\frac{\kappa F}{r}\right)=-(E-V_0-mc^2)G,$$
where $\kappa=1$ for $2p_{1/2}$, $\kappa=-2$ for $2p_{3/2}$, and $\int(G^2+F^2)dr=1$. Their splitting is $\Delta=E(2p_{3/2})-E(2p_{1/2})$.

## What treatment C adds

The nucleus is treated as a $K=0$ rotor: its spin has no component along $\mathbf n$, and even $I$ occur. With moment of inertia $\mathcal J$,
$$H=H_D[V_0]+\frac{\hbar^2I(I+1)}{2\mathcal J}+V_2(r)\,W,\qquad W=P_2(\hat{\mathbf r}\cdot\mathbf n).$$
The first excited state has $I=2$ and energy $E_2=3\hbar^2/\mathcal J$. Intrinsic excitations of the nucleus are left out.

In the state $I=0$ every direction of $\mathbf n$ is equally likely, and the average of $P_2$ vanishes. This is why B adds nothing. But $W$ acting on $I=0$ gives a function of $\mathbf n$ with $I=2$. The muon pulls on an axis that can turn, and the nuclear ground state acquires a $2^+$ component.

The radial factor between muon states $j$ and $j'$ is
$$v_{jj'}=\int_0^\infty V_2\,(G_jG_{j'}+F_jF_{j'})\,dr,$$
with subscripts written below as $2j$, so $v_{13}$ joins $j=1/2$ to $j=3/2$. Large and small components share one angular factor: their angular functions are related by $\sigma\cdot\hat{\mathbf r}$, which squares to one and commutes with $W$. The large, $l=1$, component therefore suffices to find that factor.

### The angular operator

Use the orbitals $p_i=\sqrt{3/4\pi}\,\hat r_i$. The average of four components of a unit vector gives
$$\langle p_i|\hat r_a\hat r_b|p_j\rangle=\tfrac15(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}).$$
Insert this into $W=\frac32(\hat{\mathbf r}\cdot\mathbf n)^2-\frac12$:
$$W_{ij}=\tfrac{3}{10}(\delta_{ij}+2n_in_j)-\tfrac12\delta_{ij}=\tfrac15(3n_in_j-\delta_{ij}).$$

A state of muon and rotor is now a set of three spinors $\Psi_i(\mathbf n)$, with norm $\sum_i\Psi_i^\dagger\Psi_i$ averaged over $\mathbf n$. The $j=1/2$ part has the form $\sigma_i\times$spinor; the $j=3/2$ part obeys $\sum_i\sigma_i\Psi_i=0$. Repeated indices are summed below, and $s=\sigma\cdot\mathbf n$, so $s^2=1$ and $\sigma_i\sigma_i=3$.

### Total spin $F=1/2$

With a constant unit spinor $\chi$, define
$$\Phi_1=\frac{\sigma_i\chi}{\sqrt3},\qquad \Phi_2=\frac{(3n_is-\sigma_i)\chi}{\sqrt6}.$$
$\Phi_1$ is $2p_{1/2}\otimes0^+$. In $\Phi_2$ the contraction $\sigma_i(3n_is-\sigma_i)=3-3=0$ shows $j=3/2$, and its zero average over $\mathbf n$ shows $I=2$. Its norm is $(9-3-3+3)/6=1$. Applying $W$,
$$W\Phi_1=\frac{(3n_is-\sigma_i)\chi}{5\sqrt3}=\frac{\sqrt2}{5}\Phi_2,$$
$$W\Phi_2=\frac{(9n_is-3n_is-3n_is+\sigma_i)\chi}{5\sqrt6}=\frac{(3n_is+\sigma_i)\chi}{5\sqrt6}=\frac{\sqrt2}{5}\Phi_1+\frac15\Phi_2.$$
The last step writes $3n_is+\sigma_i=(3n_is-\sigma_i)+2\sigma_i$. Each coefficient is multiplied by the $v_{jj'}$ of the muon states it joins. With energies measured from uncoupled $2p_{1/2}\otimes0^+$,
$$H_{1/2}=\begin{pmatrix}0&\sqrt2\,v_{13}/5\\ \sqrt2\,v_{13}/5&\Delta+E_2+v_{33}/5\end{pmatrix}.$$

### Total spin $F=3/2$

Start from a constant set of spinors $u_i$ with $\sigma_iu_i=0$ and $u_i^\dagger u_i=1$. Write $\nu=n_iu_i$; since $n_in_j$ averages to $\delta_{ij}/3$, $\nu^\dagger\nu$ averages to $1/3$. Define
$$\Phi_1=u_i,\qquad\Phi_2=\sigma_is\nu,\qquad\Phi_3=3n_i\nu-u_i-\sigma_is\nu.$$
$\Phi_1$ is $2p_{3/2}\otimes0^+$. $\Phi_2$ has $j=1/2$; its average is $\sigma_i\sigma_ku_k/3=0$, so $I=2$; its norm is $3\times\frac13=1$. $\Phi_3$ has zero average and $\sigma_i\Phi_{3,i}=3s\nu-0-3s\nu=0$, hence $I=2$ and $j=3/2$. The sum $\Phi_2+\Phi_3=3n_i\nu-u_i$ has norm $9\cdot\frac13-6\cdot\frac13+1=2$. As $\Phi_2$ and $\Phi_3$ are orthogonal, $\Phi_3$ has norm 1.

Now
$$W\Phi_1=\tfrac15(3n_i\nu-u_i)=\tfrac15(\Phi_2+\Phi_3),$$
$$W\Phi_2=\tfrac15(3n_is-\sigma_i)s\nu=\tfrac15(3n_i\nu-\sigma_is\nu)=\tfrac15(\Phi_1+\Phi_3).$$
For the third state, squaring $W_{ij}$ gives $W^2=(3n_in_j+\delta_{ij})/25=W/5+2/25$. Since $\Phi_3=5W\Phi_1-\Phi_2$,
$$W\Phi_3=5W^2\Phi_1-W\Phi_2=W\Phi_1+\tfrac25\Phi_1-W\Phi_2=\tfrac15(\Phi_1+\Phi_2).$$
Therefore
$$H_{3/2}=\begin{pmatrix}\Delta&v_{13}/5&v_{33}/5\\v_{13}/5&E_2&v_{13}/5\\v_{33}/5&v_{13}/5&\Delta+E_2\end{pmatrix}.$$

Neither block is a truncation of the rotor: $I\ge4$ with $j\le3/2$ gives $F\ge5/2$. What is truncated is the muon space, to the 2p shell. A separate diagonalization in a product basis of orbital, spin and rotor states, with angular integrals done by quadrature, reproduces the five energies and their degeneracies $2F+1$.

## When to switch C on

For weak coupling, second-order perturbation theory gives
$$\delta E(2p_{1/2}\otimes0^+)=-\frac{2v_{13}^2}{25(\Delta+E_2)},$$
$$\delta E(2p_{3/2}\otimes0^+)=\frac{v_{13}^2}{25(\Delta-E_2)}-\frac{v_{33}^2}{25E_2}.$$
The first term of the second line is dangerous. It has a small denominator when the muon's fine-structure splitting is close to the rotational energy, because $2p_{3/2}\otimes0^+$ and $2p_{1/2}\otimes2^+$ are then nearly degenerate. A practical criterion is to compare $|v_{13}|/5$ with $|\Delta-E_2|$, and $|v_{33}|/5$ with $E_2$. If either ratio is not small, diagonalize.

The example uses round parameters of rare-earth type: $Z=66$, $E_2=80$ keV, and a density proportional to $1/(1+e^{(r-R)/a})$ with $R=c\,(1+\beta Y_{20})$, $c=6.1$ fm, $a=0.5$ fm, $\beta=0.3$. This gives $Q_0=658$ fm², $\Delta=103.8$ keV, $v_{13}=-188.2$ keV and $v_{33}=-186.0$ keV. The gap $\Delta-E_2$ is 23.8 keV and the coupling across it is 37.6 keV in magnitude, so the criterion calls for C. The second-order shift of $2p_{3/2}\otimes0^+$ would be
$$\frac{37.63^2}{23.8}-\frac{37.20^2}{80}=59.5-17.3=42.2\ \text{keV},$$
while the level with the largest share of that state, at 130.7 keV, lies 26.9 keV above $\Delta$.

For an electron the same criterion gives the opposite answer. The hydrogenic estimate $v\propto\langle r^{-3}\rangle\propto m^3$, with a muon about 200 times heavier than an electron, reduces a coupling of some 300 keV to roughly $4\times10^{-5}$ keV. The hydrogenic fine-structure splitting scales as $m$ and is of order 1 keV for the electron, so both $|\Delta-E_2|$ and $E_2$ are near 80 keV. A or B then suffices for this rotational mixing.

## Reading the five levels

For $F=1/2$ the upper diagonal element is $103.8+80-37.2=146.6$ keV and the coupling is $-53.2$ keV. The energies are
$$73.3\pm\sqrt{73.3^2+53.2^2}=73.3\pm90.6\ \text{keV},$$
or −17.3 and 163.9 keV. The minority weight is $\frac12(1-73.3/90.6)\approx0.095$.

For $F=3/2$ first mix the two close states at 103.8 and 80 keV. Their mean is 91.9 keV and half their gap is 11.9 keV, so the pair moves to
$$91.9\pm\sqrt{11.9^2+37.63^2}=91.9\pm39.5\ \text{keV},$$
or 52.4 and 131.4 keV. The full block gives 34.1, 130.7 and 202.9 keV. The third state thus lowers the bottom level by 18 keV and hardly moves the middle one. The signs explain this. All three couplings are negative, so the lower combination of the pair has amplitudes of equal sign, and its two couplings to the third state add, to about 52 keV in magnitude. In the upper combination they nearly cancel, leaving about 8 keV.

For an oblate nucleus all $v$ change sign. The lower combination then has amplitudes of opposite sign, and it is the one that nearly decouples. The pattern therefore depends on the sign of $Q_0$ although the nuclear ground state has spin zero. The second-order shifts alone would not show it, as they contain squares of $v$.

Two limits help to check an implementation:

- **Stiff rotor.** As $E_2\to\infty$ the $2^+$ admixtures fall as $1/E_2^2$, and the two levels of A return.
- **Strong coupling.** If $|v|$ greatly exceeds $\Delta$ and $E_2$, and $v_{13}=v_{33}=v$, the relation $W^2=W/5+2/25$ allows the energies $2v/5$ and $-v/5$. They belong to a p orbital along the nuclear axis and to one across it. The example, with $|v|$ about twice $\Delta$ or $E_2$, lies between the limits.

## From levels to X-ray lines

A line list needs populations as well as energies. Suppose that the muon arrives from a statistically populated 3d shell with the nucleus in $0^+$, and that the dipole radial factors do not depend on $j$. Summed over polarizations, the arrival operator is a rotational scalar on $l=1$ and leaves the spin alone. All six 2p muon states are then filled equally. A level $k$ with $0^+$ weight $w_k$ has $2F+1$ substates and receives the fraction $(2F+1)w_k/6$. This supposes that the levels are separated by more than their natural widths.

The dipole operator for 2p→1s does not act on the rotor. By the same scalar argument, the nucleus ends in $0^+$ with probability $w_k$ and in $2^+$ with probability $1-w_k$, so
$$P(2^+)=\sum_k\frac{2F+1}{6}\,w_k(1-w_k).$$
Mixing in 3d and 1s, and the dependence of the rates on photon energy, are neglected. Explicit dipole matrices give the same probability under these assumptions.

The middle $F=3/2$ level has $w=0.589$. It contributes $\frac46(0.589)^2=0.231$ to a line at 4771 keV, and $\frac46(0.589)(0.411)=0.161$ to a line 80 keV lower, which leaves the nucleus excited. All five levels together give $P(2^+)=0.41$. Setting A gives two lines, at $7780.3-3140.2=4640$ keV and $7780.3-3036.4=4744$ keV, with intensities 1:2. Setting C gives ten, two of which carry less than half a percent of the photons each. Raising $E_2$ to 800 keV with the same $v$ and $\Delta$ reduces $P(2^+)$ to about 0.01. The neglected factors matter in the second digit. With the $\omega^3$ factor, $j$-dependent long-wavelength dipole integrals and quadrupole mixing in 3d, $P(2^+)$ becomes 0.40, the population of the lowest $F=3/2$ level rises from 0.22 to 0.27, and that of the middle one falls from 0.39 to 0.35. The ratio in setting A becomes 1:1.95.

## Choosing the remaining options

**Quadrupole radial form.** Compute $V_2$ from the extended density. With the outside form $1/r^3$ used at all radii, $v_{33}$ would be −291 keV instead of −186 keV. The 2p muon is mostly outside the nucleus: the hydrogenic length $a_\mu=4\pi\varepsilon_0\hbar^2/(Zme^2)$ is about 3.9 fm and the mean 2p radius is $5a_\mu$. But with $G^2\propto r^4e^{-r/a_\mu}$ the integrand $G^2/r^3\propto r\,e^{-r/a_\mu}$ peaks at $r=a_\mu$ (near 5 fm with the finite-nucleus wave function), inside the charge, where the true $V_2$ vanishes as $r^2$ toward the centre instead of growing as $1/r^3$.

**Rotor states.** For the levels with a $0^+$ component, $I=0$ and 2 suffice within the 2p shell. The levels with $F=5/2$ also need $I=4$, and higher $F$ may need more. In the feeding model above they are not populated.

**Muon states.** The quadrupole term also connects 2p to other p states and to f states. Adding all positive-energy p and f states of a finite radial basis, with $I=0,2,4$, lowers the five levels by 1.0 to 2.9 keV. The hexadecapole coupling between p and f, omitted there, changes these shifts by less than 0.1 keV. The final state moves more: the quadrupole term mixes $1s\otimes0^+$ with $d\otimes2^+$ and lowers the 1s level by 4.0 keV, which raises every line by that amount, while the gap to $1s\otimes2^+$ stays at 80.0 keV. If keV accuracy matters, enlarge the muon space for both the 2p and the 1s levels.

**Input energies.** The derivative of an eigenvalue with respect to a parameter is the expectation value of the corresponding derivative of $H$. A level therefore moves with $\Delta$ by its $j=3/2$ weight and with $E_2$ by its $I=2$ weight. For the middle $F=3/2$ level these are 0.60 and 0.41: an error of 1 keV in $\Delta$ shifts it by about 0.6 keV.

Vacuum polarization, self-energy, recoil, magnetic hyperfine structure, nuclear polarization through intrinsic states and electron screening are absent from all numbers here. The line energies are those of the model, not predictions for an isotope. The complete level and line data are in the numerical output.

## Computed results

```
nuclear charge number Z = 66
half-density radius c = 6.1 fm
surface diffuseness a = 0.5 fm
deformation beta = 0.3
rotor 2+ energy E2 = 80.0 keV
muon rest energy = 105658.376 keV
rms charge radius = 5.1886 fm
intrinsic quadrupole moment Q0 = 657.61 fm^2
1s1/2 binding energy = 7780.32 keV
2p1/2 binding energy = 3140.17 keV
2p3/2 binding energy = 3036.37 keV
2p fine-structure splitting = 103.800 keV
radial coupling v13 = -188.163 keV
radial coupling v33 = -185.974 keV
v33 if quadrupole were pointlike = -291.199 keV
F=1/2 off-diagonal, sqrt(2)*v13/5 = -53.220 keV
F=3/2 off-diagonal, v13/5 = -37.633 keV
F=3/2 off-diagonal, v33/5 = -37.195 keV
gap 2p3/2 x 0+ minus 2p1/2 x 2+ = 23.800 keV
Levels from 2p1/2 x 0+; weights in order of basis (j,I)
F=1/2 basis: (1/2,0) (3/2,2)
F=3/2 basis: (3/2,0) (1/2,2) (3/2,2)
F=1/2 level 1: -17.283 keV; weights 0.9046 0.0954
F=1/2 level 2: 163.888 keV; weights 0.0954 0.9046
F=3/2 level 1: 34.061 keV; weights 0.3349 0.5555 0.1096
F=3/2 level 2: 130.685 keV; weights 0.5892 0.4032 0.0077
F=3/2 level 3: 202.854 keV; weights 0.0759 0.0414 0.8827
X-ray lines: energy in keV, fraction of all 2p-1s photons
F=1/2 level 1: to 0+ 4622.87, 0.2728; to 2+ 4542.87, 0.0288
F=1/2 level 2: to 0+ 4804.04, 0.0030; to 2+ 4724.04, 0.0288
F=3/2 level 1: to 0+ 4674.21, 0.0748; to 2+ 4594.21, 0.1485
F=3/2 level 2: to 0+ 4770.84, 0.2314; to 2+ 4690.84, 0.1614
F=3/2 level 3: to 0+ 4843.01, 0.0038; to 2+ 4763.01, 0.0468
probability nucleus left in 2+ = 0.4142
same with 2+ at 800 keV = 0.00983
second-order shift, 2p1/2 x 0+ = -15.410 keV
second-order shift, 2p3/2 x 0+ = 42.211 keV
Shifts on adding all p and f muon pseudostates
F=1/2 level 1: -2.340 keV
F=1/2 level 2: -1.686 keV
F=3/2 level 1: -2.855 keV
F=3/2 level 2: -1.028 keV
F=3/2 level 3: -1.125 keV
```
